# Logarithmic slope of the deep tracer tail around a dislocation pipe, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the diffusion equations to the transformed tail

A dislocation that runs into a crystal from its surface can carry atoms much faster than the surrounding lattice. Tracer that has gone down the line leaks sideways, and the leaked atoms form a faint halo at depths that lattice diffusion alone doesn't reach. The problem is to find how the logarithm of the tracer content falls with depth in this region, and how that slope depends on time.

**The model.** The Le Claire-Rabinovitch model replaces the dislocation by a straight circular cylinder, the pipe, of radius $a$ and diffusivity $D'$. It is normal to the surface $y=0$ of a half-space with isotropic lattice diffusivity $D$. The depth is $y>0$, and $r$ is the distance from the pipe axis. We write

$$\Delta=\frac{D'}{D}>1,\qquad \alpha=\frac{a}{\sqrt{Dt}} .$$

The crystal is empty at $t=0$, and from then on the surface is held at concentration 1. The concentration is continuous at $r=a$, which suits self-diffusion, where the tracer has no preference for the pipe. The pipe is isolated: no other fast path lies within the halo. The equations are classical and contain no quantum constant, so they read the same in atomic units as in any other consistent set.

The measured quantity is the content $m(y,t)$: the tracer per unit depth associated with the pipe, integrated over the plane at depth $y$. If a section contains many such independent pipes and the direct lattice contribution is negligible, its mean concentration is $m$ times the number of pipes per area. It then has the same logarithmic slope as $m$.

### (a) Reduce the pipe to a boundary condition

*Write the balance of tracer in the pipe, and remove the part of the concentration that would be present without a pipe.*

**Solution.** Outside the pipe,

$$\frac{\partial c}{\partial t}=D\nabla^2c,\qquad r>a. \tag{1}$$

Inside, let the concentration be uniform over each cross-section, with the value $c_p(y,t)=c(a,y,t)$. This is a good approximation when $D'$ is large. Once the halo is at least as wide as the pipe, the flux through the wall is of order $Dc/a$ or less; inside the pipe it needs a concentration difference $\delta c$ with $D'\delta c/a\sim Dc/a$, hence $\delta c/c\sim1/\Delta$. The time to smooth out a difference across the pipe, of order $a^2/D'$, must also be short compared with $t$.

Consider a slice of thickness $dy$. Its volume is $\pi a^2dy$ and its wall area is $2\pi a\,dy$. Tracer enters through the wall at the rate $+D\,\partial c/\partial r$ per area, because a concentration that rises outwards drives atoms inwards. Therefore

$$\pi a^2\frac{\partial c_p}{\partial t}=\pi a^2D'\frac{\partial^2c_p}{\partial y^2}+2\pi aD\left.\frac{\partial c}{\partial r}\right|_{a},$$

and division by $\pi a^2$ gives

$$\frac{\partial c_p}{\partial t}=D'\frac{\partial^2c_p}{\partial y^2}+\frac{2D}{a}\left.\frac{\partial c}{\partial r}\right|_{a}. \tag{2}$$

Without a pipe the solution would be $c_1=\mathrm{erfc}\,[y/(2\sqrt{Dt})]$. It obeys $\partial_tc_1=D\,\partial_y^2c_1$, equals 1 at the surface, starts from zero and doesn't depend on $r$. Put $c=c_1+u$. The excess $u$ obeys equation (1), vanishes at $y=0$, at $t=0$ and for $r\to\infty$. In equation (2) the term $\partial_tc_1$ on the left is $D\,\partial_y^2c_1$. Moving it to the right gives

$$\frac{\partial u_p}{\partial t}=D'\frac{\partial^2u_p}{\partial y^2}+(D'-D)\frac{\partial^2c_1}{\partial y^2}+\frac{2D}{a}\left.\frac{\partial u}{\partial r}\right|_{a}. \tag{3}$$

The middle term is the source of the excess. It vanishes for $D'=D$, as it must.

### (b) Solve the transformed equations

*Use a Laplace transform in time and a sine transform in depth to find the excess in the pipe.*

**Solution.** Define

$$\hat u=\int_0^\infty e^{-st}u\,dt,\qquad \tilde u=\int_0^\infty\hat u\,\sin(\mu y)\,dy,$$

$$q^2=\frac sD,\qquad \lambda^2=q^2+\mu^2 .$$

The root $\lambda$ is taken with positive real part. Since $u=0$ at $t=0$, a time derivative becomes a factor $s$. Two integrations by parts give

$$\int_0^\infty\hat u''\sin(\mu y)\,dy=\mu\,\hat u(0)-\mu^2\tilde u=-\mu^2\tilde u,$$

because $\hat u$ vanishes at the surface and, with its derivative, at infinity. This is why the sine transform fits the problem.

For the lattice part, $s\hat c_1=D\hat c_1''$ with $\hat c_1(0)=1/s$, so $\hat c_1=e^{-qy}/s$. Then $\hat c_1''=q^2e^{-qy}/s=e^{-qy}/D$. Its sine transform is

$$\frac1D\int_0^\infty e^{-qy}\sin(\mu y)\,dy=\frac{\mu}{D\lambda^2}.$$

Outside the pipe, equation (1) becomes

$$\frac1r\frac{d}{dr}\left(r\frac{d\tilde u}{dr}\right)=\lambda^2\tilde u .$$

The solution that decays at large $r$ is the modified Bessel function $K_0$:

$$\tilde u(r)=\tilde u_p\,\frac{K_0(\lambda r)}{K_0(\lambda a)} .$$

Since $K_0'=-K_1$, its derivative at the wall is $-\lambda\tilde u_pK_1(\lambda a)/K_0(\lambda a)$. It is convenient to define

$$P(x)=x\,\frac{K_1(x)}{K_0(x)},\qquad x=\lambda a, \tag{4}$$

so that the wall term in equation (3) becomes $-(2D/a^2)P\,\tilde u_p$. The transformed equation (3) is

$$s\tilde u_p=-D'\mu^2\tilde u_p+(D'-D)\frac{\mu}{D\lambda^2}-\frac{2D}{a^2}P\,\tilde u_p .$$

Divide by $D$ and collect the terms in $\tilde u_p$:

$$\left[q^2+\Delta\mu^2+\frac{2P}{a^2}\right]\tilde u_p=\frac{(\Delta-1)\mu}{D\lambda^2}.$$

Because $q^2+\Delta\mu^2=\lambda^2+(\Delta-1)\mu^2$, this is

$$\tilde u_p=\frac{(\Delta-1)\mu}{D\lambda^2\,G},\qquad G=\lambda^2+(\Delta-1)\mu^2+\frac{2P(\lambda a)}{a^2}. \tag{5}$$

### (c) Find the slowest decay with depth

*For real $s>0$, show that one simple exponential dominates deep in the crystal, and find its decay constant and amplitude.*

**Solution.** The inverse sine transform is $\hat u_p=(2/\pi)\int_0^\infty\tilde u_p\sin(\mu y)\,d\mu$. Equation (5) is odd in $\mu$, so only the sine part of $e^{i\mu y}$ survives over the whole axis, and

$$\hat u_p=\frac{1}{\pi i}\int_{-\infty}^{\infty}\tilde u_p\,e^{i\mu y}\,d\mu .$$

For $y>0$ the contour can be closed in the upper half-plane. A simple pole there contributes $2\pi i/(\pi i)=2$ times its residue. There is also a branch point at $\mu=iq$, where $\lambda=0$, with a cut running upwards from it.

*Where the poles lie.* A zero of $G$ at $\mu^2=-\kappa^2$ means that the source-free equations have a solution $e^{-\kappa y}w(r)$ with $w$ decaying outwards. Outside the pipe,

$$D\,\frac1r(rw')'=(s-D\kappa^2)w,$$

and in the pipe

$$(s-D'\kappa^2)\,\pi a^2w(a)=2\pi aD\,w'(a).$$

Multiply the first equation by $2\pi r\,w^*$ and integrate by parts from $a$ to infinity. The wall term is $-2\pi aDw^*(a)w'(a)$, which the second equation replaces. The result is

$$\kappa^2\left[\pi a^2D'|w(a)|^2+D\!\int\!|w|^2\right]=s\left[\pi a^2|w(a)|^2+\!\int\!|w|^2\right]+D\!\int\!|w'|^2,$$

where each integral carries the weight $2\pi r\,dr$ over $r>a$. Everything except $\kappa^2$ is real and positive, so $\kappa^2$ is real and positive too. Off the cut, all poles in the upper half-plane therefore have the form $\mu=i\kappa$ with $0<\kappa<q$.

*How many there are.* At $\mu=i\kappa$ we have $\lambda^2=q^2-\kappa^2$, and $G=0$ reads

$$(\Delta-1)\kappa^2a^2=A^2(x),\qquad A^2(x)=x^2+2P(x),\qquad x=a\sqrt{q^2-\kappa^2}. \tag{6}$$

To see how $P$ varies, write $R=K_1/K_0$ and use $K_1'=-K_0-K_1/x$:

$$\frac{dP}{dx}=R+x\left(-1-\frac Rx\right)+xR^2=x(R^2-1). \tag{7}$$

Since $K_1>K_0$ for positive argument, $P$ increases with $x$. As $\kappa$ goes from 0 to $q$, the left side of (6) rises from zero to a positive value, while the right side falls from a positive value to zero. They meet once. There is one pole.

*Which contribution wins.* The cut and the branch point give terms that decay at least as fast as $e^{-qy}$. In particular, the factor $1/\lambda^2$ in (5) produces $-e^{-qy}/s$, which cancels $\hat c_1$ when the total concentration is formed; the cut leaves a remainder of order $e^{-qy}/s$ that is small compared with $\hat c_1$ only when $\kappa\ll q$. The pole has $\kappa<q$, so it dominates once $(q-\kappa)y\gg1$. This is the meaning of a deep tail.

*The amplitude.* From $x^2=a^2\lambda^2$ follows $dx/d(\lambda^2)=a^2/(2x)$. With (7), $dP/d(\lambda^2)=a^2(R^2-1)/2$. Since $d(\lambda^2)/d(\mu^2)=1$,

$$\frac{dG}{d(\mu^2)}=1+(\Delta-1)+(R^2-1)=\Delta-1+R^2 .$$

Hence $dG/d\mu=2\mu(\Delta-1+R^2)$. The factor $\mu$ cancels the one in (5), and twice the residue is

$$\hat u_p=\frac{\Delta-1}{D\lambda^2(\Delta-1+R^2)}\,e^{-\kappa y}. \tag{8}$$

A numerical case tests equation (8), including its amplitude. For $a=D=1$, $\Delta=10^6$, $s=10^{-4}$ and a depth with $\kappa y=2$, direct quadrature of the inverse sine transform gives $s\hat u_p=0.135850$. Equation (8) gives the same six digits.

### (d) Sum over the halo

*Convert the concentration in the pipe into the content per unit depth, and simplify it for a pipe that outruns lattice diffusion.*

**Solution.** At the pole the radial profile is $K_0(\lambda r)/K_0(\lambda a)$. Using

$$\int_a^\infty rK_0(\lambda r)\,dr=\frac{a}{\lambda}K_1(\lambda a),$$

we add the pipe and its surroundings:

$$\hat m=\hat u_p\left[\pi a^2+\frac{2\pi a}{\lambda}\frac{K_1(\lambda a)}{K_0(\lambda a)}\right].$$

The first term is $\pi x^2/\lambda^2$ and the second is $2\pi P/\lambda^2$. Their sum contains the same combination that fixed the decay constant:

$$\hat m=\frac{\pi A^2(x)}{\lambda^2}\,\hat u_p . \tag{9}$$

Two simplifications are now made. The first is $\kappa\ll q$: the tail is much longer than the lattice diffusion length, so sideways leakage is nearly perpendicular to the pipe. Then $\lambda^2\approx q^2=s/D$. The second is $R^2\ll\Delta$, which makes the amplitude in (8) equal to $1/(D\lambda^2)\approx1/s$. Equation (9) becomes

$$\hat m\approx\frac{\pi DA^2}{s^2}\,e^{-\kappa y},\qquad \kappa=\frac{A(x)}{a\sqrt{\Delta-1}},\qquad x\approx a\sqrt{\frac sD}. \tag{10}$$

The first condition can be put in terms of the given quantities. Equation (6) gives $\kappa^2/q^2\approx A^2/[(\Delta-1)a^2q^2]$. The Laplace variable that matters at time $t$ is of order $1/t$, so $a^2q^2$ is of order $\alpha^2$. With $A$ no larger than order one, it is sufficient that

$$\Delta\alpha^2\gg1,\qquad\text{or}\qquad Dt\ll\Delta a^2 . \tag{11}$$

At much later times the lattice front reaches further than the decay length of the tail. The pipe then dominates only at depths where very little tracer is left.

## Second half: the slope in time, its drift, and an example

The symbols carried over are these. The pipe has radius $a$ and diffusivity $D'=\Delta D$ in a lattice of diffusivity $D$; $\alpha=a/\sqrt{Dt}$; and $m(y,t)$ is the tracer content per unit depth. With $P(x)=xK_1(x)/K_0(x)$ and $A^2=x^2+2P$, the Laplace transform of the deep tail is

$$\hat m(y,s)\approx\frac{\pi DA^2(x)}{s^2}\,e^{-\kappa y},\qquad \kappa=\frac{A(x)}{a\sqrt{\Delta-1}},\qquad x=a\sqrt{\frac sD}. \tag{12}$$

This needs $\Delta\alpha^2\gg1$ and a depth well beyond the lattice front. We also take over $dP/dx=x(R^2-1)$ with $R=K_1/K_0=P/x$.

### (e) How strongly does the transform depend on $s$?

*Find the local power of $s$ in equation (12).*

**Solution.** Let $g=d\ln A/d\ln s$. Since $x^2\propto s$, a change $d\ln s$ is $2\,d\ln x$. Differentiating $A^2$,

$$\frac{dA^2}{dx}=2x+2x(R^2-1)=2xR^2 .$$

Therefore

$$\frac{d\ln A}{d\ln x}=\frac{x}{2A^2}\,2xR^2=\frac{x^2R^2}{A^2}=\frac{P^2}{A^2},\qquad g=\frac{P^2}{2A^2}. \tag{13}$$

The decay constant $\kappa$ is proportional to $A$, so $d\kappa/d\ln s=g\kappa$. Taking the logarithm of (12) and differentiating,

$$\nu\equiv-\frac{\partial\ln\hat m}{\partial\ln s}=2-2g+g\kappa y=2+g(\kappa y-2). \tag{14}$$

Near a chosen value of $s$ the transform behaves as $s^{-\nu}$. When $g$ is small and $\kappa y$ is a few units, $\nu$ stays close to 2.

### (f) Return to time

*Invert the Laplace transform by using its local power law, and find the slope $\partial\ln m/\partial y$.*

**Solution.** Choose an expansion point $s_*$ and write

$$\hat m(s)\approx\hat m(s_*)\left(\frac{s}{s_*}\right)^{-\nu},$$

with $\nu$ evaluated at $s_*$. The inverse transform of $s^{-\nu}$ is $t^{\nu-1}/\Gamma(\nu)$, so

$$\ln m\approx\ln\hat m(s_*)+\nu\ln s_*+(\nu-1)\ln t-\ln\Gamma(\nu). \tag{15}$$

The true answer can't depend on the choice of $s_*$, so the best choice is one where the approximation doesn't change to first order. Let $\psi=d\ln\Gamma/d\nu$ be the digamma function and $\nu'=\partial\nu/\partial\ln s_*$. Differentiation of (15) gives

$$\frac{\partial\ln m}{\partial\ln s_*}=-\nu+\nu+\nu'\ln s_*+\nu'\ln t-\nu'\psi(\nu)=\nu'\left[\ln(s_*t)-\psi(\nu)\right].$$

It vanishes when

$$s_*t=e^{\psi(\nu)} . \tag{16}$$

Now differentiate (15) with respect to depth. The dependence through $s_*$ drops out by stationarity. At fixed $s_*$, the first term gives $-\kappa$, and the terms containing $\nu$ give $(\partial\nu/\partial y)[\ln(s_*t)-\psi(\nu)]$, which is zero by (16). What remains is

$$\frac{\partial\ln m}{\partial y}=-\kappa=-\frac{A(x)}{a\sqrt{\Delta-1}},\qquad x=\alpha\,e^{\psi(\nu)/2},\qquad \nu=2+g(\kappa y-2). \tag{17}$$

These relations are solved by iteration from $\nu=2$.

*The leading error.* The local power law omits the curvature of $\ln\hat m$ in $\ln s$, which is $-\nu'$. A factor $\ln s$ multiplying $s^{-\nu}$ corresponds to $-d/d\nu$ acting on the inverse. At the point (16), the mean of $[\ln(s/s_*)]^2$ in this sense is therefore $-\psi'(\nu)$, with $\psi'=d\psi/d\nu$. The correction to $\ln m$ is half the product of the two, $+\tfrac12\nu'\psi'$. For small $x$ it will be shown in (g) that $dg/d\ln s\approx2g^2$. The part of $\nu'$ proportional to depth is then $(2g^2+g^2)\kappa y$, and with $\psi'$ treated as constant the corrected slope is

$$-\kappa\left[1-\tfrac32\psi'(\nu)\,g^2\right]. \tag{18}$$

With $\psi'(2)=0.645$ and $g$ near 0.06, the correction is about 0.3 % of the slope.

We now have the slope of the deep tail as a function of time and depth, equation (17), with an estimate of its leading error in (18). It remains to explain why this slope hardly changes with time, to test the formula on magnesium, and to see what a measured slope can reveal.
